# Sheath Expansion in Plasma Implantation After a Voltage Step

## What dimensions fix

A planar target stands in a uniform plasma of singly charged ions, of mass $M$ and density $n_0$. At $t=0$ its potential is stepped to $-V_0$, far below the plasma potential. The electrons are driven away and leave a layer of bare ions, the sheath, of thickness $s(t)$. The ions fall to the target and are implanted, and the sheath edge retreats to uncover more.

Suppose that the ions start cold, do not collide, and feel the smooth mean field of the others. With $e$ and $4\pi\varepsilon_0$ written out for a moment, the problem contains the mass $M$, the energy $eV_0$, and the density in the combination $e^2n_0/4\pi\varepsilon_0$, an energy per length squared. These three quantities yield one length and one time, up to numerical factors:
$$\left(\frac{\varepsilon_0V_0}{en_0}\right)^{1/2},\qquad \left(\frac{\varepsilon_0M}{e^2n_0}\right)^{1/2}.$$
The length will become the initial thickness $s_0$, and the time is the inverse ion plasma frequency $1/\omega_{pi}$. Hence $s=s_0F(\omega_{pi}t)$.

One physical assumption gives the shape of $F$. Like the density, the ion flux $J$ through the sheath enters the mean-field problem only in a combination, $e^2J/4\pi\varepsilon_0$, an energy per length and time. If this is set by $eV_0$, $M$ and the present thickness alone, dimensions require $J\propto V_0^{3/2}M^{-1/2}s^{-2}$. The edge uncovers $n_0\,ds/dt$ ions per area and time, so $ds/dt\propto s^{-2}$ and $s^3$ grows linearly:
$$s=s_0(1+C\omega_{pi}t)^{1/3}.$$
The number $C$ needs dynamics. Two derivations give $C=2/3$.

## Setting and conventions

The algebra uses atomic units, $e=m_e=\hbar=4\pi\varepsilon_0=1$, so Poisson's equation for bare ions of density $n$ is $\phi''=-4\pi n$. The target is at $x=0$, the edge at $x=s(t)$, and the plasma beyond it has $\phi=0$ and no field. $J$ is the ion flux towards the target, counted positive.

Both derivations assume a planar geometry, an instantaneous step, a sharp electron edge, and no collisions. They also take the ions ahead of the edge to be at rest. A plasma feeds a stationary sheath edge with ions at the Bohm speed $u_B=(T_e/M)^{1/2}$, where $T_e$ is the electron temperature in energy units. This is also the speed of ion sound, so an edge that moves faster outruns the disturbance that would set the ions moving. Apart from a very brief start, the derivations therefore require $ds/dt>u_B$.

## First derivation: Child flux and ion count

**Initial thickness.** Electrons respond faster than ions by the factor $M^{1/2}$, so they leave while the ions are still in place. Integrating $\phi''=-4\pi n_0$ from the edge, where $\phi=\phi'=0$, gives
$$\phi'=4\pi n_0(s_0-x),\qquad \phi=-2\pi n_0(s_0-x)^2 .$$
Setting $\phi(0)=-V_0$,
$$s_0^2=\frac{V_0}{2\pi n_0}. \tag{1}$$
This layer is called the matrix sheath.

**Flux through a given thickness.** Now let ions flow steadily across a sheath of fixed thickness $s$, starting at rest. Let $y=s-x$ be the distance from the edge and $\psi=-\phi\ge0$. Energy conservation gives the speed $u=(2\psi/M)^{1/2}$, and steady flow gives $n=J/u$. Therefore
$$\frac{d^2\psi}{dy^2}=\frac{4\pi J}{u}=4\pi J\left(\frac M2\right)^{1/2}\psi^{-1/2}.$$
Multiply by $d\psi/dy$ and integrate from the edge, where $\psi$ and $d\psi/dy$ vanish:
$$\frac12\left(\frac{d\psi}{dy}\right)^2=8\pi J\left(\frac M2\right)^{1/2}\psi^{1/2}.$$
Multiply by 2, take the positive root and separate:
$$\psi^{-1/4}\frac{d\psi}{dy}=4(\pi J)^{1/2}\left(\frac M2\right)^{1/4}.$$
A second integration gives $\tfrac43\psi^{3/4}=4(\pi J)^{1/2}(M/2)^{1/4}y$. At the target $y=s$ and $\psi=V_0$, so
$$V_0^{3/4}=3(\pi J)^{1/2}\left(\frac M2\right)^{1/4}s .$$
Squaring and solving for $J$ gives Child's law,
$$J=\frac1{9\pi}\left(\frac2M\right)^{1/2}\frac{V_0^{3/2}}{s^2}. \tag{2}$$

**Ion count.** In a time $dt$ the edge uncovers $n_0\,ds$ ions per area, all of them still at rest:
$$J=n_0\frac{ds}{dt}. \tag{3}$$
Insert (2) and use $1/(\pi n_0)=2s_0^2/V_0$ from (1):
$$\frac{ds}{dt}=\frac19\,\frac{2s_0^2}{V_0}\left(\frac2M\right)^{1/2}\frac{V_0^{3/2}}{s^2}
=\frac29\,\frac{u_0s_0^2}{s^2},\qquad u_0=\left(\frac{2V_0}{M}\right)^{1/2}. \tag{4}$$
Here $u_0$ is the speed of an ion that has fallen through the full voltage. The voltage cancels from its ratio to $s_0$:
$$\frac{u_0^2}{s_0^2}=\frac{2V_0}{M}\,\frac{2\pi n_0}{V_0}=\frac{4\pi n_0}{M}=\omega_{pi}^2 .$$
With $u_0=\omega_{pi}s_0$, equation (4) becomes $3s^2\,ds=\tfrac23\omega_{pi}s_0^3\,dt$. Integration from $s(0)=s_0$ gives $s^3=s_0^3+\tfrac23s_0^3\omega_{pi}t$, or
$$\boxed{\,s(t)=s_0\left(1+\tfrac23\omega_{pi}t\right)^{1/3}\,} \tag{5}$$

**An internal check.** The Child profile is $\psi=V_0(y/s)^{4/3}$, with wall field $4V_0/(3s)$. By Gauss's law the sheath then holds
$$N=\frac1{4\pi}\,\frac{4V_0}{3s}=\frac{V_0}{3\pi s}=\frac23\,\frac{n_0s_0^2}{s} \tag{6}$$
ions per area. The implanted fluence is the number uncovered minus the number still in flight, $n_0s-N$. Its rate of change, the wall flux, is
$$\frac{d}{dt}(n_0s-N)=n_0\frac{ds}{dt}\left(1+\frac23\,\frac{s_0^2}{s^2}\right).$$
Child's law assumes equal fluxes at wall and edge. They differ by the fraction $\tfrac23(s_0/s)^2$, which is small once the sheath has grown to several $s_0$ but is two thirds at the start. At $t=0$ the formula $n_0s-N$ even gives $n_0s_0/3$ ions implanted, when none have moved. The steady profile cannot hold while the matrix ions are being cleared, so the early part of (5) needs a separate justification.

## Second derivation: following the ions

This route uses Newton's law and the fixed voltage, without a steady flow. Label each ion by its initial position $a$. If ions do not overtake, the number per area between this ion and the edge stays $n_0(s-a)$. The field vanishes at the edge, so by Gauss's law the force towards the target is $4\pi n_0(s-a)$, and
$$\ddot x=-\omega_{pi}^2(s-a)\quad\text{once } s>a. \tag{7}$$

The voltage is the integral of the field strength $4\pi\int_x^s n\,dx'$ over the sheath. Exchanging the order of integration turns it into the first moment of the charge, $V_0=4\pi\int_0^s n\,x\,dx$. With $n\,dx=n_0\,da$ and (1),
$$\int_b^s x\,da=\frac{V_0}{4\pi n_0}=\frac{s_0^2}2, \tag{8}$$
where $b$ labels the ion just reaching the wall.

Differentiate (8) in time. The lower limit contributes nothing because $x=0$ there, and the upper limit gives $s\dot s$. Thus $s\dot s=-\int_b^s\dot x\,da\ge0$, since all the ions move towards the wall: the edge does not turn back. This also secures the ordering. For two ions $a<a'$, the separation has second derivative $\omega_{pi}^2(s-a)$ while only the first is uncovered and $\omega_{pi}^2(a'-a)$ afterwards. Both are positive, so the separation grows.

From here lengths are in units of $s_0$ and times in units of $1/\omega_{pi}$, which makes $u_0=1$.

**Slow edge, leading order.** Let the edge speed $c=\dot s$ change little during one ion's flight. An ion uncovered a time $T$ ago started at $a=s-cT$. A time $\tau$ after its release the edge was $c\tau$ beyond its starting point, so $\ddot x=-c\tau$. Two integrations give a displacement $cT^3/6$. If $cT\ll s$, then
$$x\approx s-\frac{cT^3}6 .$$
The ion reaches the wall at the age $T_*$ given by $cT_*^3=6s$. Ions with ages between $T$ and $T+dT$ occupy $da=c\,dT$ in the label, so (8) becomes
$$\frac12=\int_0^{T_*}\left(s-\frac{cT^3}6\right)c\,dT=c\left(sT_*-\frac{cT_*^4}{24}\right)=\frac34\,csT_* .$$
Hence $cT_*=2/(3s)$. Dividing $cT_*^3=6s$ by this gives $T_*^2=9s^2$, so
$$T_*=3s,\qquad \dot s=c=\frac2{9s^2}. \tag{9}$$
With units restored, $\dot s=\tfrac29\omega_{pi}s_0^3/s^2$, which is (4). Integration from $s_0$ gives (5) again. The transit time is $3s/u_0$, and the condition $cT_*\ll s$ reads $2s_0^2/(3s^2)\ll1$, the same measure as the flux mismatch found above.

**Next order.** The same equations also give the leading error of the rate. From (9), $\dot c=-2c^2/s$, so a time $T'$ before the present the edge was at $s-cT'-c^2T'^2/s$. An ion of age $T$ therefore felt the force
$$c(T-T')+\frac{c^2}s(T^2-T'^2)$$
at that moment. An impulse given $T'$ ago has by now moved the ion through $T'$ times the velocity it imparted. The displacement is
$$\int_0^T T'\left[c(T-T')+\frac{c^2}s(T^2-T'^2)\right]dT'=\frac{cT^3}6+\frac{c^2T^4}{4s}.$$
Define $T_0=(6s/c)^{1/3}$, $y=T/T_0$ (a scaled age, no longer a distance) and $\epsilon=cT_0/s$. To first order in $\epsilon$,
$$\frac xs=1-y^3-\epsilon y-\tfrac32\epsilon y^4,\qquad da=\epsilon s(1+2\epsilon y)\,dy .$$
The term $c^2T^2/s$ in the starting point is of order $\epsilon^2s$ and is dropped. The upper limit differs from $y=1$ by order $\epsilon$, but the integrand is itself of order $\epsilon$ there, so the shift matters only at order $\epsilon^2$. Equation (8) becomes
$$\frac12=\epsilon s^2\int_0^1\left[1-y^3+\epsilon\left(y-\tfrac72y^4\right)\right]dy=\epsilon s^2\left(\frac34-\frac\epsilon5\right),$$
so $\epsilon=\dfrac2{3s^2}\left(1+\dfrac{4\epsilon}{15}\right)$. The definitions give $\epsilon^3=6c^2/s^2$, hence $c\propto\epsilon^{3/2}$ at given $s$, and the bracket enters $c$ as $1+\tfrac25\epsilon$. With $\epsilon\approx2/(3s^2)$ in the correction,
$$\dot s=\frac2{9s^2}\left(1+\frac4{15s^2}\right).$$
Multiply by $3s^2$. The correction to $d(s^3)/dt$ is $8/(45s^2)$, which to this order equals $\tfrac45\dot s$. Integrating,
$$s^3-\tfrac45s=\tfrac23t+K. \tag{10}$$
The constant $K$ depends on how the matrix ions are cleared, which a slow-edge expansion cannot supply.

**Early times.** Just after the step, (7) gives $|\dot x|=(1-a)t$, and $s\dot s=\int_0^1(1-a)t\,da=t/2$. Therefore $s\approx1+t^2/4$. The edge starts from rest because the ions do, whereas (5) starts at the finite speed $2/9$. Law (5) must at first run ahead of the moving ions.

## How far the two agree

Equations (7) and (8) were integrated numerically with ion sheets spaced by $0.001\,s_0$ and a time step of $0.01/\omega_{pi}$:

| $\omega_{pi}t$ | $s/s_0$, law (5) | $s/s_0$, moving ions |
|---:|---:|---:|
| 1 | 1.186 | 1.166 |
| 3 | 1.442 | 1.477 |
| 10 | 1.972 | 2.030 |
| 30 | 2.759 | 2.816 |
| 100 | 4.075 | 4.123 |
| 300 | 5.858 | 5.895 |

The time stepping is first order, so the entries up to $\omega_{pi}t=10$ can be high by about 0.001; converged values are 1.165 at $\omega_{pi}t=1$ and 2.029 at 10. The largest difference is about $-4\%$ of the law's value, near $\omega_{pi}t=0.44$, with the sign expected from the start at rest. The moving ions then overtake the law. Their lead is 2.9% at $\omega_{pi}t=10$ and falls to 0.6% at 300.

Equation (10) accounts for the late behaviour. Between $\omega_{pi}t=100$ and 300 the cube of the computed thickness rises by 134.76. Subtracting $\tfrac45(5.895-4.123)=1.42$ leaves 133.34, close to the required $\tfrac23\times200=133.33$. At $\omega_{pi}t=300$ the sheath content is 0.8% above (6), and the impact speed is less than 0.5% below $u_0$.

## What each derivation assumes

The first derivation takes a steady flow at every instant. It imposes equal edge and wall fluxes and full-energy impact, then lets the thickness vary. It is short and shows where each factor originates, but it contains no estimate of its error until the sheath content is counted.

The second replaces the steady flow by the actual ion motion. Child's coefficient emerges from it as the leading term for $s\gg s_0$, with a calculable correction. It needs ordered trajectories, which were shown to follow from the step and the planar geometry.

Neither derivation proves (5) near $t=0$. Each supplies a rate valid for a grown sheath, and the starting value $s_0$ is then attached to it. The numerical solution shows that this costs a few per cent in the thickness. The early rates are off by much more: at $\omega_{pi}t=1$ the edge moves about 1.4 times as fast as (4) gives along law (5), and the wall flux is about three times the law's edge flux. The shared assumptions, including ions at rest ahead of the edge, are untouched by the agreement.

## If the plasma already drifts

Suppose instead that the whole plasma drifts towards the target at the speed $u_B$. The edge then receives $n_0u_B$ more ions per area and time. If Child's law (2) is kept unchanged, which neglects a flux increase of relative size about $3u_B/u_0$ from the entry speed, (4) becomes
$$\frac{ds}{dt}=\frac29\,\frac{u_0s_0^2}{s^2}-u_B .$$
The thickness now tends to $s_B=s_0(2u_0/9u_B)^{1/2}$, where the drift alone feeds the Child flux. Well before that, write the thickness as (5) plus a small $\delta$. Linearizing, and using $\dot s/s\approx1/(3t)$ for $\omega_{pi}t\gg1$,
$$\dot\delta=-u_B-\frac{2\dot s}s\,\delta=-u_B-\frac{2\delta}{3t}.$$
Trying $\delta=-kt$ gives $-k=-u_B+\tfrac23k$, so $k=\tfrac35u_B$ and $\delta=-\tfrac35u_Bt$. The sheath loses less than $u_Bt$ because a thinner sheath carries a larger flux. In a plasma initially at rest this correction is absent as long as the edge outruns ion sound. Only when the edge has slowed to about $u_B$ do the ions ahead of it begin to flow.

## Nitrogen implantation at 20 kV

Take rough typical values for nitrogen plasma implantation of a metal: N$_2^+$ ions of 28 u, $V_0=20$ kV, $n_0=10^{10}$ cm$^{-3}$, $T_e=2$ eV, and a 2 µs pulse in gas at 0.2 mTorr. In laboratory units $s_0^2=2\varepsilon_0V_0/(en_0)$ and $\omega_{pi}^2=e^2n_0/(\varepsilon_0M)$, which give
$$s_0=1.487\ \text{cm},\qquad \omega_{pi}=24.97\ \text{rad/µs},\qquad \omega_{pi}t=24.97\times2=49.94 .$$
The final thickness is
$$s=1.487\,(1+33.29)^{1/3}=1.487\times3.249=4.83\ \text{cm},$$
or $4.83\times10^8$ angstrom. The moving ions give 4.91 cm.

The law's edge current density starts at 13.2 mA/cm$^2$ and falls by $3.249^2=10.56$ to 1.25 mA/cm$^2$. The initial figure belongs to the law, not to the real early current. The ion current at the target starts from zero, since the ions start at rest, and then peaks at about 29 mA/cm$^2$ near $\omega_{pi}t=0.9$ while the matrix ions are cleared, more than twice the law's starting value. The edge has uncovered $n_0s=4.83\times10^{10}$ ions/cm$^2$, of which (6) leaves $\tfrac23(1.487\times10^{10})/3.249=0.31\times10^{10}$ in flight. By the end of the pulse the fluence is $4.5\times10^{10}$ ions/cm$^2$, against $4.6\times10^{10}$ from the moving ions. The ions still in flight are already moving towards the target, and any that land after the voltage is removed do so with less than the full energy. The final transit time, to leading order $3s/u_0=0.39$ µs with $u_0=371$ km/s, is well below the pulse length.

At the end of the pulse the edge moves at 7.8 km/s and $u_B=2.6$ km/s, so the edge still outruns ion sound and, if the plasma was uniform and at rest before the step, meets ions at rest. A real target usually draws ions before the pulse as well, which leaves the plasma near it thinner and already drifting. The figures here do not include that history. The lower density thickens the sheath, while drift thins it. For drift alone, at $u_B$ and unchanged density, the estimate $\tfrac35u_Bt=0.32$ cm is 6.5% of the thickness, and numerical solution of the balance with $u_B$ gives a similar reduction. Both neglect the entry speed in Child's law; following the drifting ions gives a slightly smaller reduction, 0.29 cm or 5.9%. With the other parameters fixed, law (5) brings the edge down to the Bohm speed at 10.5 µs, when $s=s_B=8.3$ cm. For much longer pulses the flow of ions in the plasma has to be included. A linear voltage rise of 0.2 µs, instead of a step, thins the final sheath by 2%.

For a rough charge-exchange cross-section of 30 angstrom$^2$ the mean free path is 52 cm. About 9% of ions crossing the final sheath would then collide and arrive with altered energy. The electron edge is a few Debye lengths wide, and the Debye length is 0.7% of $s_0$. The electron response time is 0.18 ns. With three secondary electrons per ion, a rough value, their density at half voltage is 1.3% of the ion density. They hardly disturb the field, but they make the particle current through the target surface four times the ion current there.

Planarity is a separate demand: the target must be wide compared with 4.8 cm, and the plasma must extend uniformly beyond that distance. Around a smaller target the sheath bends and the flux converges, an effect not sized here.

For $\omega_{pi}t\gg1$, and while the edge still outruns ion sound, (5) reduces to
$$s\propto V_0^{1/2}\,n_0^{-1/3}\,M^{-1/6}\,t^{1/3}.$$
At fixed density and pulse length, doubling the voltage thickens the sheath by 41%. Replacing N$_2^+$ by N$^+$, at half the mass, thickens it by 12%. The remaining computed values are in the numerical output below.

## Computed results

```
INPUTS (rough typical values)
target voltage V0 = 20.0 kV
plasma density n0 = 1.0e+10 cm^-3
ion mass (N2+) = 28.0 u
electron temperature = 2.0 eV
pulse length = 2.0 us
gas pressure = 0.2 mTorr at 300 K
charge-exchange cross-section = 30 angstrom^2
secondary electrons per ion = 3.0
TESTS
Child coefficient by shooting = 0.44446, formula = 0.44444
s/s0 at pulse end, integrated balance = 3.24894
omega_pi*t, s/s0 formula, s/s0 moving sheets, difference in %
    1   1.1856   1.1663   -1.63
    3   1.4422   1.4772    2.42
   10   1.9718   2.0295    2.92
   30   2.7589   2.8164    2.08
  100   4.0750   4.1226    1.17
  300   5.8578   5.8947    0.63
largest difference = -4.11 % at omega_pi*t = 0.43
late d(s/s0)^3/d(omega_pi t), sheets = 0.6731, law = 0.6667
late sheath content, sheets/Child = 1.0084
late impact speed, sheets/u0 = 0.9955
EXAMPLE
matrix sheath s0 = 1.487 cm = 1.487e+08 angstrom
omega_pi = 24.97 rad/us
omega_pi*t at pulse end = 49.94
full-energy ion speed u0 = 371.3 km/s
s/s0 at pulse end = 3.2489
sheath at pulse end = 4.830 cm = 4.830e+08 angstrom
same from moving sheets = 4.911 cm
edge current density at t=0, law = 13.22 mA/cm^2
edge current density at pulse end = 1.252 mA/cm^2
wall flux excess over edge flux = 6.32 %
ion transit time at pulse end = 0.390 us
fluence per pulse, law = 4.525e+10 ions/cm^2
fluence per pulse, moving sheets = 4.602e+10 ions/cm^2
NEGLECTED EFFECTS
edge speed at pulse end = 7.82 km/s
Bohm speed = 2.63 km/s
thickness change from Bohm flux = -6.50 %
edge speed equals Bohm speed at t = 10.52 us, s = 8.33 cm
thickness change from 0.2 us rise = -1.95 %
charge-exchange mean free path = 51.8 cm
chance of collision across final sheath = 8.9 %
Debye length / s0 = 0.71 %
electron response time 1/omega_pe = 0.177 ns
secondary/ion density at half voltage = 1.33 %
```
